# Density-fitted Coulomb matrix: one-signed quadratic energy error and operation count, part 1

(Sections cited here and not found follow in the second part.)

## First half: the fit, the Coulomb matrix and the sign of the error

Two things go wrong when the Coulomb matrix of a mean-field calculation is built without care. The first is cost. With $N$ basis functions, each of about $N^2/2$ distinct matrix elements is a sum over about $N^2/2$ products of basis functions, so a molecule twice as large needs about sixteen times the work. The second appears when the density is replaced by a shorter expansion to avoid that cost. If the coefficients are chosen by least squares in the density itself, the Coulomb energy of the expansion has an error of first order in the misfit, and its sign is not fixed. For the water molecule treated below, such a fit gives an energy 0.058 hartree too high. The same expansion functions, with coefficients chosen in the Coulomb metric, give an energy 0.00011 hartree too low.

### Setting and assumptions

Hartree atomic units are used. The basis functions $\chi_m$, $m=1,\dots,N$, are real, finite combinations of Gaussian functions. The density matrix $D$ is real and symmetric, and the density is

$$\rho(\mathbf r)=\sum_{mn}D_{mn}\,\chi_m(\mathbf r)\chi_n(\mathbf r).\tag{1}$$

For real functions $f$ and $g$ the repulsion integral is

$$(f|g)=\iint\frac{f(\mathbf r)\,g(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .\tag{2}$$

It is linear in each argument, and exchanging $\mathbf r$ and $\mathbf r'$ shows that $(f|g)=(g|f)$. The symbol $mn$ inside such a bracket means the product $\chi_m\chi_n$. The unfitted Coulomb matrix and energy are

$$J_{mn}=(mn|\rho),\qquad E_J=\tfrac12(\rho|\rho)=\tfrac12\sum_{mn}D_{mn}J_{mn}.\tag{3}$$

The auxiliary functions $\phi_P$, $P=1,\dots,N_{\rm aux}$, are also real Gaussian functions and are linearly independent. A bare $P$ in a bracket means $\phi_P$. The fitted density is $\tilde\rho=\sum_Pc_P\phi_P$, the residual is $\delta=\rho-\tilde\rho$, and

$$V_{PQ}=(P|Q),\qquad g_P=(P|\rho)=\sum_{mn}(P|mn)D_{mn}.\tag{4}$$

"Fitting in the Coulomb metric" means choosing $c$ to minimize $(\delta|\delta)$.

### Theorem

Under these assumptions the following statements hold.

**(a)** The minimizing coefficients are unique and solve $Vc=g$.

**(b)** With these coefficients the fitted energy is $\tilde E_J=\tfrac12(\tilde\rho|\tilde\rho)=\tfrac12g^TV^{-1}g$. Its derivative with respect to the density matrix is the fitted Coulomb matrix
$$\tilde J_{mn}=\sum_P(mn|P)\,c_P=\sum_{PQ}(mn|P)(V^{-1})_{PQ}\sum_{rs}(Q|rs)D_{rs}.\tag{5}$$

**(c)** At the same density matrix,
$$E_J-\tilde E_J=\tfrac12(\delta|\delta)\ge0,\tag{6}$$
with equality when, and only when, $\rho$ lies in the span of the auxiliary functions.

**(d)** With dense arrays, stored integrals and a Cholesky factor of $V$ at hand, one construction of $\tilde J$ takes $N(N+1)N_{\rm aux}+N_{\rm aux}^2+N_{\rm aux}$ multiplications and divisions.

Parts (a) to (c) are proved in this half and part (d) in the second.

### Lemma 1: the repulsion integral is positive

*For a real function $f$ of the kind used here, $(f|f)\ge0$, and $(f|f)=0$ only if $f=0$.*

*Proof.* Define $f_{\mathbf k}=\int f(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$, so that $f(\mathbf r)=(2\pi)^{-3}\int f_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}d^3k$. The kernel $1/s$ decays too slowly for its Fourier integral to converge absolutely, so it is first replaced by $e^{-\eta s}/s$ with $\eta>0$. In polar coordinates about $\mathbf k$, with $u$ the cosine of the polar angle,

$$\int\frac{e^{-\eta s}}{s}e^{i\mathbf k\cdot\mathbf s}d^3s
=2\pi\int_0^\infty s\,e^{-\eta s}\int_{-1}^{1}e^{iksu}\,du\,ds
=\frac{4\pi}{k}\int_0^\infty e^{-\eta s}\sin(ks)\,ds ,$$

because the integral over $u$ is $2\sin(ks)/(ks)$. The last integral is the imaginary part of $\int_0^\infty e^{-(\eta-ik)s}ds=1/(\eta-ik)$, which is $k/(k^2+\eta^2)$. The transform of the screened kernel is therefore $4\pi/(k^2+\eta^2)$.

Now insert the Fourier form of $f(\mathbf r')$ into the screened version of $(f|f)$ and put $\mathbf r'=\mathbf r+\mathbf s$. The integral over $\mathbf s$ gives the transform just found and leaves a factor $e^{i\mathbf k\cdot\mathbf r}$. Since $f$ is real, $\int f(\mathbf r)e^{i\mathbf k\cdot\mathbf r}d^3r=f_{\mathbf k}^*$. Hence

$$(f|f)_\eta=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2+\eta^2}\,|f_{\mathbf k}|^2 .$$

Let $\eta\to0$. On the left, the screened integrand is bounded by the absolute value of the unscreened one, which is integrable for Gaussian functions. On the right, the integrand grows monotonically. Both limits may be taken under the integral sign, and

$$(f|f)=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,|f_{\mathbf k}|^2 .\tag{7}$$

The integrand is nowhere negative. If the integral vanishes, then $f_{\mathbf k}=0$ for almost every $\mathbf k$, and the continuous function $f$ is zero. $\square$

*Remark (field energy).* Let $\varphi$ be the potential of the charge density $\delta$, so that $\nabla^2\varphi=-4\pi\delta$. Then

$$\tfrac12(\delta|\delta)=\tfrac12\int\delta\,\varphi\,d^3r=-\frac1{8\pi}\int\varphi\,\nabla^2\varphi\,d^3r=\frac1{8\pi}\int|\nabla\varphi|^2d^3r .$$

The last step is a partial integration. Its surface term vanishes because $\varphi$ falls at least as $1/r$ and $\nabla\varphi$ at least as $1/r^2$, while the surface grows as $r^2$. Fitting in the Coulomb metric thus makes the electric field of the misfit as small as possible, measured by its energy. The factor $1/k^2$ in (7) says the same thing in another way: a misfit of long wavelength is penalized more than a rapidly oscillating one of equal amplitude.

### Lemma 2: the fit exists and is unique

*The matrix $V$ is positive definite, and $(\delta|\delta)$ has a single minimum, at $c=V^{-1}g$. There $(P|\delta)=0$ for every $P$.*

*Proof.* For any real vector $x$, put $f=\sum_Px_P\phi_P$. By linearity $x^TVx=(f|f)$, which is non-negative by Lemma 1. If it is zero, then $f=0$, and linear independence gives $x=0$. So $V$ is positive definite and has an inverse.

For an arbitrary coefficient vector $b$ the quantity to be minimized is

$$F(b)=\Big(\rho-\sum_Pb_P\phi_P\Big|\rho-\sum_Qb_Q\phi_Q\Big)=(\rho|\rho)-2b^Tg+b^TVb .\tag{8}$$

The two cross terms are equal by symmetry, which gives the factor 2. Let $c=V^{-1}g$ and write $b=c+e$. Then

$$F(c+e)=(\rho|\rho)-2c^Tg-2e^Tg+c^TVc+2e^TVc+e^TVe .$$

Because $Vc=g$, the two terms linear in $e$ cancel, and

$$F(c+e)=F(c)+e^TVe .\tag{9}$$

The last term is positive unless $e=0$, so $c$ is the only minimum. Finally, $(P|\delta)=(P|\rho)-\sum_Q(P|Q)c_Q=g_P-(Vc)_P=0$. $\square$

This proves part (a). The condition $(P|\delta)=0$ is an orthogonality relation: the residual has no Coulomb interaction with any auxiliary function, and hence none with $\tilde\rho$. The fit is an orthogonal projection in which (2) serves as the scalar product.

### Proof of part (b)

From $\tilde\rho=\sum_Pc_P\phi_P$ and $c=V^{-1}g$,

$$\tilde E_J=\tfrac12c^TVc=\tfrac12g^TV^{-1}VV^{-1}g=\tfrac12g^TV^{-1}g ,\tag{10}$$

where the symmetry of $V^{-1}$ was used. Let the density matrix change by a small symmetric matrix $dD$. Then $dg_P=\sum_{mn}(P|mn)\,dD_{mn}$. The two first-order terms of (10) are equal, again because $V^{-1}$ is symmetric, so

$$d\tilde E_J=g^TV^{-1}dg=\sum_Pc_P\,dg_P=\sum_{mn}\Big[\sum_P(mn|P)c_P\Big]dD_{mn}.$$

The bracket is $\tilde J_{mn}$ of (5), and it is symmetric in $m$ and $n$. No other symmetric matrix gives the same $d\tilde E_J$ for all symmetric $dD$: if $A$ is the difference of two candidates, then $\sum_{mn}A_{mn}dD_{mn}=0$, and taking $dD$ proportional to $A$ gives $A=0$. $\square$

Multiplying (5) by $D_{mn}$ and summing gives $\sum_{mn}D_{mn}\tilde J_{mn}=g^Tc=2\tilde E_J$. The fitted energy and matrix are therefore related just as $E_J$ and $J$ are in (3). A self-consistent procedure that uses $\tilde J$ in its Fock matrix makes stationary the same energy that it evaluates with $\tilde J$.

### Proof of part (c)

Insert $\rho=\tilde\rho+\delta$ into the unfitted energy:

$$E_J=\tfrac12(\tilde\rho+\delta|\tilde\rho+\delta)=\tfrac12(\tilde\rho|\tilde\rho)+(\tilde\rho|\delta)+\tfrac12(\delta|\delta).\tag{11}$$

By Lemma 2 the middle term is $\sum_Pc_P(P|\delta)=0$. The first term is $\tilde E_J$, which leaves (6). Lemma 1 supplies the sign. It also gives the case of equality, $\delta=0$, which means that $\rho=\tilde\rho$ lies in the auxiliary span. Conversely, if $\rho$ lies in that span, the minimum of $(\delta|\delta)$ is zero. $\square$

"Quadratic" refers to the residual: if $\delta$ is reduced by a factor of ten, the energy error falls by a factor of one hundred. The sign does not depend on $D$ being physical. The proof used only that $D$ is real and symmetric, so (6) also holds for the difference of two density matrices.

### Corollary: larger nested sets

*If functions are added to an auxiliary set and none is removed, the error (6) cannot grow.*

The old fit remains available in the larger set, with zero coefficients for the new functions. The minimum of $(\delta|\delta)$ over the larger set is therefore no larger. This compares nested sets. Of two unrelated sets, the larger may be the worse.

### Worked example: water

The molecule has O–H distances of 1.81 bohr and an H–O–H angle of 104.5 degrees. Its density comes from restricted Hartree–Fock theory in the def2-SVP basis, with $N=24$. The auxiliary set is Weigend's universal Coulomb-fitting set, with $N_{\rm aux}=71$. All errors are relative to the unfitted calculation in the same orbital basis. They say nothing about electron correlation or the incompleteness of that basis. Their size depends on the orbital basis: with the same auxiliary set, the error of $1.09\times10^{-4}$ hartree found below becomes $1.57\times10^{-4}$ in def2-TZVP and $0.95\times10^{-4}$ in cc-pVDZ.

Analytic four-index integrals give $E_J=46.840872$ hartree, and the fit gives $\tilde E_J=46.840763$ hartree at the same density. With the unrounded values,

$$E_J-\tilde E_J=1.0886\times10^{-4}\ \text{hartree}.$$

The right-hand side of (6) can be evaluated separately from (7), by Gauss–Legendre quadrature in the length and polar angle of $\mathbf k$ and equally spaced points in its azimuth. This also gives $1.0886\times10^{-4}$ hartree.

The quadratic law shows in the relative sizes. The Coulomb norm of the density is $\sqrt{2\times46.841}=9.679$, and that of the residual is $\sqrt{2\times1.0886\times10^{-4}}=0.01476$, both in the square root of a hartree. Their ratio is $1.52\times10^{-3}$. The square of this ratio, $2.3\times10^{-6}$, is the error of the Coulomb energy relative to $E_J$.

Keeping only the auxiliary functions up to a given angular momentum $l$ produces nested sets:

| Largest $l$ | Functions | Error (hartree) |
|---:|---:|---:|
| 0 | 12 | $8.36\times10^{-3}$ |
| 1 | 30 | $5.82\times10^{-3}$ |
| 2 | 55 | $3.04\times10^{-4}$ |
| 3 | 62 | $1.44\times10^{-4}$ |
| 4 | 71 | $1.09\times10^{-4}$ |

The errors fall from row to row, as the corollary requires. The largest drop comes with the $d$ functions. A product of two $p$ functions on one centre has components with $l=0$ and $l=2$, and the occupied $p$ functions of oxygen are a plausible source of this drop; that attribution is a conjecture.

The theorem fixes the sign of the error but does not promise that it is small. For fifty symmetric matrices $D=(X+X^T)/2$, where the elements of $X$ were drawn independently from the standard normal distribution, every error was positive and the smallest was 0.21 hartree. These cases test the sign only. The error scales as the square of $D$, and the random matrices are not normalized like the molecular density matrix, so 0.21 hartree cannot be compared directly with the error for water. Normalization accounts for only part of the gap: scaled to the Frobenius norm of the molecular density matrix, such random matrices still give errors more than ten times as large as that for water. The table shows that the size of the error depends on the auxiliary set: for one and the same density it ranges from $1.09\times10^{-4}$ to $8.36\times10^{-3}$ hartree.

## Second half: other coefficients, self-consistency and the operation count

The symbols taken from the first half are these. The density $\rho=\sum_{mn}D_{mn}\chi_m\chi_n$ is built from $N$ real basis functions, and $\tilde\rho=\sum_Pc_P\phi_P$ is its fit by $N_{\rm aux}$ auxiliary functions. The residual is $\delta=\rho-\tilde\rho$, and $(f|g)$ is the Coulomb repulsion integral, which is positive for $f=g\ne0$. With $V_{PQ}=(P|Q)$ and $g_P=(P|\rho)$, the fit in the Coulomb metric solves $Vc=g$, and then $(P|\delta)=0$ for every $P$. The fitted matrix is $\tilde J_{mn}=\sum_P(mn|P)c_P$, and the energy error at fixed $D$ is $E_J-\tilde E_J=\tfrac12(\delta|\delta)\ge0$. The example is water in the def2-SVP basis, with $N=24$, $N_{\rm aux}=71$ and an error of $1.0886\times10^{-4}$ hartree.

Parts (a) to (c) of the theorem are now proved: the Coulomb-metric fit is unique, its Coulomb matrix is the derivative of its energy, and at fixed $D$ that energy is never above the unfitted one. What remains is to treat other choices of coefficients, the errors of the matrix elements and self-consistent energies, and to prove the operation count of part (d).
